# Gupta-Bleuler Photons and the Coulomb Energy of Static Charges

Anyone who computes the interaction of two molecules by photon exchange must decide whether the instantaneous Coulomb energy belongs in the Hamiltonian beside the photons. In Coulomb gauge, where the photons are transverse and couple to the current through $\mathbf A$, it must be put in. In a covariant gauge, where each wavevector carries four kinds of photon, adding it would count the same energy twice, because scalar and longitudinal photons already supply it. Yet these photons are also said to cancel from everything observable. Both statements hold once the condition that selects physical states is written correctly in the presence of charge.

Take $\hbar=c=\varepsilon_0=1$, the metric $g^{\mu\nu}=\mathrm{diag}(1,-1,-1,-1)$, and a prescribed conserved current $j^\mu=(\rho,\mathbf j)$. The Maxwell Lagrangian does not contain $\partial_0A_0$, so $A_0$ has no canonical momentum. Covariant quantization therefore starts from

$$\mathcal L=-\tfrac12\,\partial_\mu A_\nu\,\partial^\mu A^\nu-j_\mu A^\mu ,$$

which differs from the Maxwell Lagrangian by $-\tfrac12(\partial\cdot A)^2$ and a total divergence. Its field equation is $\Box A^\mu=j^\mu$, whereas Maxwell's equations read $\Box A^\mu-\partial^\mu(\partial\cdot A)=j^\mu$. The two agree where $\partial\cdot A$ vanishes. Taking the divergence of the field equation gives $\Box(\partial\cdot A)=\partial\cdot j=0$, so $\partial\cdot A$ is a free field even when charges are present.

The momenta are $\pi^\nu=\partial\mathcal L/\partial(\partial_0A_\nu)=-\partial_0A^\nu$. The canonical rule $[A_\mu(\mathbf x),\pi^\nu(\mathbf y)]=i\delta_\mu^\nu\delta^3(\mathbf x-\mathbf y)$ becomes, with the first index raised,

$$[A^\mu(\mathbf x),\dot A^\nu(\mathbf y)]=-ig^{\mu\nu}\delta^3(\mathbf x-\mathbf y).$$

The spatial components have the usual sign $+i$, and the time component has $-i$. In a periodic box of volume $V$, with the mode $\mathbf k=0$ left out, write the free field as

$$A^\mu=\sum_{\mathbf k,\lambda}\frac{\epsilon_\lambda^\mu}{\sqrt{2\omega V}}\left(a_\lambda e^{-i\omega t+i\mathbf k\cdot\mathbf x}+a_\lambda^\dagger e^{i\omega t-i\mathbf k\cdot\mathbf x}\right),\qquad \omega=|\mathbf k|.$$

Here $\epsilon_0=(1,\mathbf 0)$ is scalar, $\epsilon_3=(0,\hat{\mathbf k})$ is longitudinal, and $\epsilon_{1,2}$ are real, spatial and transverse. Suppose $[a_\lambda,a_{\lambda'}^\dagger]=\zeta_\lambda\delta_{\lambda\lambda'}$ for equal wavevectors. The terms $[a,i\omega a^\dagger]$ and $[a^\dagger,-i\omega a]$ both equal $i\omega\zeta_\lambda$, so

$$[A^\mu(\mathbf x),\dot A^\nu(\mathbf y)]=\sum_{\mathbf k,\lambda}\frac{i\zeta_\lambda}{2V}\epsilon^\mu_\lambda\epsilon^\nu_\lambda\left(e^{i\mathbf k\cdot(\mathbf x-\mathbf y)}+e^{-i\mathbf k\cdot(\mathbf x-\mathbf y)}\right).$$

This is the canonical result, apart from the omitted uniform mode, if $\sum_\lambda\zeta_\lambda\epsilon_\lambda^\mu\epsilon_\lambda^\nu=-g^{\mu\nu}$. The three spatial vectors are orthonormal and give $\delta_{ij}=-g^{ij}$ with $\zeta_{1,2,3}=+1$. The time component needs $\zeta_0=-1$. One scalar photon then has the norm

$$\langle0|a_0a_0^\dagger|0\rangle=-1 .$$

The inner product is indefinite, and the dagger denotes the adjoint with respect to it.

The Hamiltonian density is $\pi^\nu\dot A_\nu-\mathcal L$. Since $\pi^\nu\dot A_\nu=-\dot A_\nu\dot A^\nu$,

$$H=\int d^3x\left[-\tfrac12\dot A_\nu\dot A^\nu-\tfrac12\nabla A_\nu\cdot\nabla A^\nu+j_\mu A^\mu\right].$$

In the free part, products $a_{\mathbf k}a_{-\mathbf k}$ carry the factor $-\omega^2+k^2=0$ and drop out. Products of $a$ with $a^\dagger$ carry $\omega^2+k^2=2\omega^2$, and the metric supplies the sign $\zeta_\lambda$. After normal ordering,

$$H_0=\sum_{\mathbf k}\omega\left(a_1^\dagger a_1+a_2^\dagger a_2+a_3^\dagger a_3-a_0^\dagger a_0\right).$$

The minus sign does not make scalar photons lower the energy. Indeed $-\omega a_0^\dagger a_0\,a_0^\dagger|0\rangle=+\omega a_0^\dagger|0\rangle$, because $[a_0,a_0^\dagger]=-1$. The eigenvalues are non-negative; it is the norms that can be negative.

Maxwell's equations must now be recovered by restricting the states. Without charges, the part of $\partial\cdot A$ that contains annihilation operators is

$$(\partial\cdot A)^{(+)}=\sum_{\mathbf k}\frac{i\omega}{\sqrt{2\omega V}}\,L_{\mathbf k}\,e^{-i\omega t+i\mathbf k\cdot\mathbf x},\qquad L=a_3-a_0 ,$$

where the time derivative gave $-i\omega a_0$ and the divergence $+i\omega a_3$. Requiring $\partial\cdot A|\psi\rangle=0$ in full would also demand $L^\dagger|\psi\rangle=0$. That has no nonzero solution: Fock states are polynomials or power series in commuting creation operators, and multiplying a nonzero one by $a_3^\dagger-a_0^\dagger$ cannot give zero. The Gupta-Bleuler condition is the weaker one, $L_{\mathbf k}|\psi\rangle=0$ for every $\mathbf k$. It suffices to make all matrix elements of $\partial\cdot A$ between physical states vanish, since $L$ can act to the right and $L^\dagger$ to the left.

To find the physical states, introduce $M^\dagger=a_3^\dagger+a_0^\dagger$. Then

$$[L,L^\dagger]=1+(-1)=0,\qquad [L,M^\dagger]=1-(-1)=2 .$$

Any state is a polynomial or power series in $L^\dagger$, $M^\dagger$ and the transverse creation operators acting on the vacuum, and $L$ acts on it as $2\,\partial/\partial M^\dagger$. The condition $L|\psi\rangle=0$ therefore removes $M^\dagger$ and leaves transverse states multiplied by powers of $L^\dagger$. A state $|\chi\rangle=L^\dagger|\phi\rangle$ with $|\phi\rangle$ physical satisfies

$$\langle\psi|\chi\rangle=\langle L\psi|\phi\rangle=0$$

for every physical $|\psi\rangle$, including $|\chi\rangle$ itself. Such states have zero norm and are orthogonal to the whole physical space. What remains is the transverse part, whose norm is positive.

A count shows this structure. With one transverse, one longitudinal and one scalar mode and at most four photons, there are 35 basis states, 13 of them with negative norm. The condition leaves 15 independent states: 5 positive-norm directions, one for each transverse photon number from 0 to 4, and 10 zero-norm directions.

The energy cancellation follows from $a_3|\psi\rangle=a_0|\psi\rangle$. For any two physical states,

$$\langle\psi|a_3^\dagger a_3-a_0^\dagger a_0|\psi'\rangle=\langle a_3\psi|a_3\psi'\rangle-\langle a_0\psi|a_0\psi'\rangle=0 .$$

The separate terms need not vanish. For $|\psi\rangle=|0\rangle+0.7\,L^\dagger|0\rangle$, both $a_3$ and $a_0$ give $0.7|0\rangle$. The longitudinal energy is $0.7^2\omega=0.49\,\omega$, the scalar energy is $-0.49\,\omega$, and the norm is 1.

Nor does $\langle A^\mu\rangle$ vanish in this state. Both annihilation operators have the mean value 0.7, and since $\epsilon_0^\mu+\epsilon_3^\mu=k^\mu/\omega$, the mean potential is proportional to $k^\mu e^{-ik\cdot x}$ plus its conjugate. This is a gradient $\partial^\mu\Lambda$ with $\Box\Lambda=0$. The zero-norm part of a state thus represents a change of gauge, and the cancellation is a property of gauge-invariant observables, not of the potential.

The fields confirm this. From $\mathbf E=-\nabla A^0-\dot{\mathbf A}$, the longitudinal amplitude for each wavevector is

$$-i\mathbf k\,a_0+i\omega\hat{\mathbf k}\,a_3=i\omega\hat{\mathbf k}\,L ,$$

while $\mathbf B=\nabla\times\mathbf A$ contains transverse operators alone. Since $L$ commutes with $L^\dagger$, an observable $O$ built from $\mathbf E$ and $\mathbf B$ commutes with $L$ and maps physical states to physical states. Adding zero-norm states $\chi,\chi'$ then changes nothing:

$$\langle\psi+\chi|O|\psi'+\chi'\rangle=\langle\psi|O|\psi'\rangle .$$

In $\tfrac12\int(E^2+B^2)\,d^3x$ the longitudinal terms are products of two operators $L$ or $L^\dagger$, which vanish between physical states. The Maxwell energy then agrees with $H_0$, up to the zero-point constant. For classical amplitudes at three wavevectors, a quadrature test found this agreement when the scalar and longitudinal amplitudes were equal, and a difference when they were not.

Now add static charge, $j^\mu=(\rho,\mathbf 0)$. The interaction $\int\rho A^0d^3x$ involves scalar photons alone. With $\rho(\mathbf k)=\int\rho(\mathbf x)e^{-i\mathbf k\cdot\mathbf x}d^3x$, each scalar mode has

$$H_{\mathbf k}=-\omega a_0^\dagger a_0+g^*a_0+g a_0^\dagger,\qquad g=\frac{\rho(\mathbf k)}{\sqrt{2\omega V}} .$$

Substitute $a_0=b+g/\omega$, which leaves the commutator $[b,b^\dagger]=-1$ unchanged:

$$H_{\mathbf k}=-\omega b^\dagger b-g b^\dagger-g^*b-\frac{|g|^2}{\omega}+g^*b+g b^\dagger+\frac{2|g|^2}{\omega}=-\omega b^\dagger b+\frac{|g|^2}{\omega}.$$

The linear terms cancel, and the ground energy is raised by $|g|^2/\omega$. An ordinary boson with $H=\omega a^\dagger a+g^*a+ga^\dagger$ needs the shift $a=b-g/\omega$ and has its energy lowered by the same amount.

Second-order perturbation theory shows this energy as emission and reabsorption of one photon. The projector on the one-photon state is $-a_0^\dagger|0\rangle\langle0|a_0$, with a minus sign because the norm is $-1$. The two matrix elements of the coupling are $-g$ and $-g^*$, and the energy denominator is $-\omega$, so

$$E^{(2)}=-\frac{(-g^*)(-g)}{-\omega}=+\frac{|g|^2}{\omega}.$$

The shift shows that higher orders add nothing for a prescribed static source. The negative norm is thus why like charges repel, whereas exchange of an ordinary scalar boson would make them attract.

For $\omega=1$ and $|g|=0.4$, diagonalization gives a ground energy of $0.4^2=0.16$, against $-0.16$ for the ordinary boson. The free part contributes $-\omega|g/\omega|^2=-0.16$ and the coupling $2|g|^2/\omega=0.32$. The scalar free energy is not balanced by longitudinal photons here, since none are present. This seems to contradict the cancellation, but the condition has changed too.

With the source, $[a_0,H]=\omega a_0-g$, so the equation of motion is

$$\dot a_0=-i[a_0,H]=-i\omega\left(a_0-\frac g\omega\right),\qquad \dot a_3=-i\omega a_3 .$$

The operator that oscillates as $e^{-i\omega t}$ is $b=a_0-g/\omega$, not $a_0$. The positive-frequency part of the free field $\partial\cdot A$ therefore contains $a_3-b$, and the condition preserved in time is

$$\left(a_3-a_0+\frac g\omega\right)|\psi\rangle=0 .$$

If $L|\psi\rangle=0$ is imposed instead at $t=0$ by starting from the bare vacuum, the state becomes an eigenstate of $a_0$ with eigenvalue $(g/\omega)(1-e^{-i\omega t})$. Its magnitude is $2(|g|/\omega)|\sin(\omega t/2)|$, which is 0.673 at $\omega t=2$ for the parameters above, so the bare condition is lost.

The shifted condition is Gauss's law. In physical matrix elements $L$ may be replaced by $-g/\omega$, and the divergence of the longitudinal field becomes

$$\nabla\cdot\mathbf E=-\sum_{\mathbf k}\frac{\omega^2}{\sqrt{2\omega V}}\left(L e^{i\mathbf k\cdot\mathbf x}+L^\dagger e^{-i\mathbf k\cdot\mathbf x}\right)\longrightarrow\sum_{\mathbf k}\frac{\rho(\mathbf k)}{2V}e^{i\mathbf k\cdot\mathbf x}+\text{c.c.}=\rho(\mathbf x),$$

up to the average charge density, which belongs to the omitted mode. The earlier algebra now applies with $b$ in place of $a_0$. The contributions of $a_3^\dagger a_3$ and $-b^\dagger b$ cancel between physical states, while the constant $|g|^2/\omega$ stays. The physical energy is that of the transverse photons plus

$$E_C=\sum_{\mathbf k}\frac{|g|^2}{\omega}=\sum_{\mathbf k}\frac{|\rho(\mathbf k)|^2}{2Vk^2}\longrightarrow\frac12\int\frac{d^3k}{(2\pi)^3}\frac{|\rho(\mathbf k)|^2}{k^2}.$$

For two charges a distance $r$ apart, each smeared into a Gaussian of width $s$, $|\rho(\mathbf k)|^2=e^{-k^2s^2}\left(q_1^2+q_2^2+2q_1q_2\cos\mathbf k\cdot\mathbf r\right)$. The first two terms are self-energies. The last is the interaction; its angular integral replaces the cosine by $\sin(kr)/(kr)$:

$$E_{12}=\frac{q_1q_2}{2\pi^2}\int_0^\infty dk\,\frac{\sin kr}{kr}\,e^{-k^2s^2}=\frac{q_1q_2}{4\pi r}\,\mathrm{erf}\!\left(\frac r{2s}\right).$$

The last step follows by differentiating $\int_0^\infty dk\,k^{-1}\sin(kr)e^{-k^2s^2}$ with respect to $r$, which gives $(\sqrt\pi/2s)e^{-r^2/4s^2}$, and integrating back from $r=0$. For $r\gg s$ the error function tends to one and $E_{12}\to q_1q_2/(4\pi r)$, the Coulomb energy. In SI units it is $q_1q_2/(4\pi\varepsilon_0r)$.

The self-energy of each charge is

$$E_{\rm self}=\frac{q^2}{4\pi^2}\int_0^\infty dk\,e^{-k^2s^2}=\frac{q^2}{4\pi}\,\frac1{2\sqrt\pi\,s},$$

which diverges as $s\to0$; point charges have a finite interaction but no finite total energy. At small $k$ the energy integral converges, but the state itself needs care. The condition $b|\Omega\rangle=0$ is solved in each mode by $|\Omega\rangle=e^{-(g/\omega)a_0^\dagger}|0\rangle$, with norm $e^{-|g|^2/\omega^2}$. The sum of the exponents over modes behaves as $\int dk\,|\rho(\mathbf k)|^2/k$ and diverges logarithmically if the total charge is not zero. A neutral source, or a finite box without its uniform mode, avoids this.

Consider charges $+e$ and $-e$ with $s=0.02$ nm. With $e^2/(4\pi\varepsilon_0)=1.44$ eV nm, each self-energy is $1.44/(2\sqrt\pi\times0.02)=20.31$ eV. At $r=0.5$ nm the mode sum gives a total of 37.74 eV, so the interaction is

$$37.74-2\times20.31=-2.88\ \text{eV},$$

equal at this precision to the point-charge value $-1.44/0.5=-2.88$ eV. At $r=0.05$ nm the total is 14.04 eV and the interaction $-26.58$ eV, while point charges would give $-28.80$ eV. The ratio 0.923 is the factor $\mathrm{erf}(1.25)$ and measures the overlap of the two clouds. Both interactions were tested against a direct Coulomb integral in real space, and the relative difference was below $10^{-7}$. The total stays positive although the interaction is attractive, as it must, since $E_C$ is an integral of $|\rho(\mathbf k)|^2/k^2$.

Longitudinal photons enter the exchange when the charge density changes in time. Let source 2 pass energy $k_0$ and wavevector $\mathbf k$ to source 1, at second order in the coupling; as with $g$ and $g^*$ above, source 2 then enters through its Fourier amplitudes at $\mathbf k$ and source 1 through the complex conjugates of its own. The two time orderings have energy denominators $k_0-\omega$ and $-k_0-\omega$, and

$$\frac1{k_0-\omega}+\frac1{-k_0-\omega}=-\frac{2\omega}{k^2-k_0^2}.$$

With the norm sign $\zeta_\lambda$ and the factor $1/(2\omega)$ from the two vertices, and with the common $1/V$ left out, the scalar and longitudinal parts are

$$M_0=\frac{\rho_1^*\rho_2}{k^2-k_0^2},\qquad M_3=-\frac{j_{1L}^*j_{2L}}{k^2-k_0^2}.$$

Charge conservation requires $k_0\rho=\mathbf k\cdot\mathbf j$, so $j_L=k_0\rho/|\mathbf k|$ and

$$M_0+M_3=\frac{\rho_1^*\rho_2}{k^2-k_0^2}\left(1-\frac{k_0^2}{k^2}\right)=\frac{\rho_1^*\rho_2}{k^2}.$$

The sum is the instantaneous Coulomb interaction at any energy transfer away from the pole $k_0^2=k^2$. For unit densities, $|\mathbf k|=1$ and $k_0=0.3$, the scalar part is $1/0.91=1.0989$ and the longitudinal part $-0.09/0.91=-0.0989$, which add to 1. In the static case they are 1 and 0. The transverse photons supply the rest, $-\mathbf j_{1T}^*\cdot\mathbf j_{2T}/(k^2-k_0^2)$, which carries retardation and magnetic coupling.

This answers the opening question in free space, exactly for prescribed static charge and, for moving sources, at second order when source 1 gains the same energy $k_0$ that source 2 loses. If the two energies differ, as in the intermediate steps of a fourth-order calculation such as dispersion, the scalar and longitudinal parts of a single exchange do not by themselves add to $\rho_1^*\rho_2/k^2$; such orders are not treated here. With four photon kinds, no separate Coulomb term between the charges coupled to the field is added; with transverse photons alone, coupled to the current through $\mathbf A$ as in Coulomb gauge, it is required. The equivalence rests on current conservation. If an approximate model of the molecule gives $j_L=(1+\delta)k_0\rho/|\mathbf k|$ for both sources, with $\delta$ real, the sum becomes

$$M_0+M_3=\frac{\rho_1^*\rho_2}{k^2}\,\frac{k^2-(1+\delta)^2k_0^2}{k^2-k_0^2}.$$

Unless $(1+\delta)^2=1$, the pole at $k_0^2=k^2$ no longer cancels, and unphysical photons appear to carry energy between the molecules. A covariant calculation with approximate molecular states should therefore check $k_0\rho=\mathbf k\cdot\mathbf j$ for the transition densities and currents it uses. Apart from the bound $10^{-7}$, which the program tests but does not print, the values quoted here, or the numbers from which they follow, are listed in the numerical output below.

## Values computed for the example and the checks

```
Fock space: one transverse, one longitudinal, one scalar mode
largest total photon number: 4
number of states: 35
negative-norm basis states: 13
states obeying the condition: 15
of these, positive-norm directions: 5
zero-norm directions: 10
Vacuum plus 0.7 times the zero-norm one-photon state
norm of the mixed state: 1.0000
mean a_l, mean a_s: 0.7000, 0.7000
longitudinal energy: 0.4900 omega
scalar energy: -0.4900 omega
Driven scalar mode
omega, |g|: 1.0000, 0.4000 (natural units)
ground energy: 0.160000 omega
free part: -0.160000 omega
coupling part: 0.320000 omega
ordinary boson, ground energy: -0.160000 omega
|bare condition eigenvalue| at omega t = 2.0: 0.6732
Exchange for unit charge densities, |k| = 1 (natural units)
static: scalar 1.000000, longitudinal 0.000000
k0 = 0.3: scalar 1.098901
k0 = 0.3: longitudinal -0.098901
k0 = 0.3: sum 1.000000
Gaussian charges +e and -e
width: 0.02 nm
e^2/(4 pi eps0): 1.439965 eV nm
self-energy of each charge: 20.31032 eV
distance: 0.5 nm
  total from photon modes: 37.74072 eV
  interaction from photon modes: -2.87993 eV
  interaction from real space: -2.87993 eV
  point-charge value: -2.87993 eV
  like charges, photon modes: 2.87993 eV
distance: 0.05 nm
  total from photon modes: 14.04178 eV
  interaction from photon modes: -26.57887 eV
  interaction from real space: -26.57887 eV
  point-charge value: -28.79929 eV
  like charges, photon modes: 26.57887 eV
```
